# Reverse Monte Carlo for a Binary Oxide: One Pair Function, Different Angles

A diffraction experiment on an amorphous oxide film yields, after a Fourier transform, a total pair distribution function: a weighted record of how many pairs of atoms lie at each distance. The electronic structure of the film also depends on how the bonds are arranged, for example on the angles between two metal–oxygen bonds at one metal. One route from the data to the angles is to build an atomic model that reproduces the measured function and to read the angles from it. This is safe if the data fix the angles. Five atoms are enough to show that they need not.

## Five atoms by hand

Take one metal M with two oxygens at bond length $d=1.6$ Å, and a second pair of oxygens far away. "Far" means farther than $r_{\max}$, the largest distance in the data. The first two oxygens subtend the angle $\theta$ at M, so the isosceles triangle gives their separation

$$r=2d\sin(\theta/2).$$

For $\theta=100^\circ$ this is $r_1=2.45$ Å, and for $\theta=130^\circ$ it is $r_2=2.90$ Å. Consider two structures:

- A: the bent unit has $\theta=100^\circ$ and the distant pair has separation $r_2$.
- B: the bent unit has $\theta=130^\circ$ and the distant pair has separation $r_1$.

Below $r_{\max}$ both contain two M–O distances $d$ and the two O–O distances $r_1$ and $r_2$. Their pair functions agree there, even if M–O and O–O pairs are recorded separately, yet their angles differ by $30^\circ$. The record says that a distance $r_2$ occurs. It does not say whether the two oxygens share a metal.

Now let a search algorithm meet this ambiguity. Sort the distances into bins of width $\Delta r$ and let each O–O pair add a height $h$ to its bin. The data, taken from A or equally from B, have height $h$ in the bin of $r_1$ and $h$ in the bin of $r_2$. Start from a wrong structure S in which both O–O separations equal $r_1$. Its heights are $2h$ and $0$, so the sum of squared deviations is

$$(2h-h)^2+(0-h)^2=2h^2 .$$

If $\sigma$ is the error allowed in each bin, define the cost as the squared deviation divided by $2\sigma^2$. Then $E_S=h^2/\sigma^2$, while $E_A=E_B=0$.

Reverse Monte Carlo (RMC) displaces one atom at random and accepts the move with probability $\min(1,e^{-\Delta E})$. From S, moving one distant oxygen can produce A. Swinging one bonded oxygen about the metal at fixed bond length can produce B. Both moves lower the cost by $h^2/\sigma^2$, and both are accepted if proposed. The way back to S is accepted with probability $e^{-h^2/\sigma^2}$. The fit is perfect in either case, and the final angle depends on which move came first.

A long run visits both structures, with a preference that comes from geometry alone. For a bonded oxygen spread uniformly over a sphere of radius $d$, the weight of an angle is $\sin\theta\,d\theta$. Differentiating $r^2=2d^2(1-\cos\theta)$ gives $r\,dr=d^2\sin\theta\,d\theta$, so the weight per unit separation is proportional to $r$. For the free pair it is proportional to the shell area, hence to $r^2$. In equal narrow ranges of separation the ratio of the two structures is therefore

$$\frac{P_A}{P_B}=\frac{r_1r_2^2}{r_2r_1^2}=\frac{r_2}{r_1}=1.18 .$$

No bonding energy has entered. Among equally good fits, plain RMC favours those that occupy more configuration space.

## The total function of a periodic model

For a dense oxide, put $N$ atoms in a cubic periodic box of side $L$ and volume $V=L^3$, with number density $\rho=N/V$. Distances are measured to the nearest periodic image, and $r_{\max}<L/2$. Species $a$ has $N_a$ atoms, concentration $c_a=N_a/N$ and scattering length $b_a$. Constant scattering lengths describe neutron diffraction. For X-rays and electrons the scattering amplitudes vary with the momentum transfer, and a sum with constant weights is then only an approximation. The average $\langle b\rangle$ runs over all atoms. The total function is

$$G(r)=\frac{1}{\langle b\rangle^2}\sum_{a,b}c_ac_b\,b_ab_b\,g_{ab}(r).$$

Let $n_{ab}(k)$ be the number of ordered pairs in bin $k$, centred at $r_k$. The partial function is this count divided by the count expected for uncorrelated positions, in which $N_a(N_a-1)$ is replaced by $N_a^2$ for like species,

$$g_{ab}(r_k)=\frac{n_{ab}(k)\,V}{N_aN_b\,4\pi r_k^2\Delta r}.$$

It is convenient to fit $R(r)=4\pi\rho r^2G(r)$, the weighted number of neighbours per unit distance. After insertion, $N_aN_b$ cancels against $c_ac_b=N_aN_b/N^2$, and $\rho V=N$ removes one power of $N$. Each unordered pair appears twice among the ordered ones, so

$$R_k=\frac{2}{N\Delta r}\sum_{i<j}w_{ij}\,\chi_k(r_{ij}),\qquad w_{ij}=\frac{b_ib_j}{\langle b\rangle^2},$$

where $\chi_k$ is 1 inside bin $k$ and 0 outside. The height in the five-atom example is thus $h=2w_{OO}/(N\Delta r)$.

An ideal gas shows what the normalization means. For independent uniform positions, a pair falls into a volume $v$ around one of its members with probability $v/V$. The identity $\sum_{i\ne j}b_ib_j=N^2\langle b\rangle^2-N\langle b^2\rangle$ then gives, for bins much narrower than $r_k$, the mean value

$$G_{\text{gas}}=1-\frac{\langle b^2\rangle}{N\langle b\rangle^2}.$$

The deficit arises because an atom is not its own neighbour. It vanishes for large $N$.

## When the angles can be read off

For bond lengths $d_1$ and $d_2$, the law of cosines gives

$$\cos\theta=\frac{d_1^2+d_2^2-r_{OO}^2}{2d_1d_2}.$$

At given bond lengths, O–M–O angles therefore enter $R$ directly through O–O pairs that share a metal. In a connected network they also affect the distances of more remote pairs.

Suppose that all bonds have length $d$, that no O–O pair shares two metals, and that the metal-sharing pairs occupy a range of $r$ where no other pairs lie. Let $p(r)$ be their normalized distance distribution. Since $dr/d\theta=d\cos(\theta/2)$, the angular distribution follows as

$$P(\theta)=p\big(2d\sin(\theta/2)\big)\,d\cos(\theta/2).$$

In this limit the data do determine the distribution of O–M–O angles, to the resolution in $r$. The factor $\cos(\theta/2)$ vanishes at $180^\circ$, so nearly straight units with different angles have nearly the same O–O distance and are hard to tell apart. The inversion fails when other pairs overlap the metal-sharing ones, because $R$ contains the sum.

How much freedom remains can be estimated by counting. Let the bins be slightly smoothed, so that each $R_k$ is a differentiable function of the $3N$ coordinates. A displacement $u$ leaves $K$ bins unchanged to first order if $\nabla R_k\cdot u=0$ for every $k$. These are $K$ linear conditions, so at least $3N-K$ independent displacements satisfy them, three of which may be uniform translations. An angular average changes to first order along one of them unless its gradient is a linear combination of the $\nabla R_k$. The argument is local and does not say how far the angles can move.

## The general algorithm

To explore the freedom deliberately, add to the cost a term that steers the angles. Let

$$Q=\left\langle\left(\cos\theta+\tfrac13\right)^2\right\rangle$$

be the average over all O–M–O angles. It is the mean squared deviation of $\cos\theta$ from its tetrahedral value $-1/3$, and it is zero only if every angle is tetrahedral. The cost is

$$E=\sum_k\frac{(R_k-R_k^{\text{data}})^2}{2\sigma^2}+\frac{(Q-Q^*)^2}{2s^2}.$$

Here $Q^*$ is the requested spread and $s$ sets the strength of the request. Without the second term this is plain RMC. One step runs as follows.

1. Choose an atom $i$ at random and propose a displacement drawn uniformly from a small cube centred on zero.
2. Compute its new distances to all other atoms. Reject the move if any hard constraint is broken.
3. Update the bins. Pairs without atom $i$ are unchanged, so
$$\Delta R_k=\frac{2}{N\Delta r}\sum_{j\ne i}w_{ij}\left[\chi_k(r_{ij}^{\text{new}})-\chi_k(r_{ij}^{\text{old}})\right].$$
4. Update $Q$ from the O–M–O triples that contain atom $i$.
5. Accept with probability $\min(1,e^{-\Delta E})$. Otherwise restore the old position.

The hard constraints are of two kinds. No pair may come closer than a minimum for its species. The list of M–O bonds is also kept: bonded pairs stay within a cutoff, and all other M–O pairs stay beyond it. Every coordination number is then conserved, so a difference in angles cannot be due to a difference in coordination.

The acceptance rule has a definite meaning at fixed $\sigma$ and step size. Let $x$ and $y$ be allowed configurations with $E(y)\ge E(x)$, and let $p$ be the probability of proposing either from the other. The two are equal because the cube is symmetric. With weights $e^{-E}$, the flow from $x$ to $y$ is

$$e^{-E(x)}\,p\,e^{-[E(y)-E(x)]}=p\,e^{-E(y)},$$

which is the flow from $y$ to $x$, where the move is accepted with probability 1. The flows balance pair by pair, so the distribution $e^{-E}$ is stationary. A run samples it if the moves connect the allowed configurations and the run is long enough. If $\sigma$ and the step size are lowered during the run, as below, the procedure is an annealed search for a good fit and its end point is not an equilibrium sample.

## A dense MO₂ model

The example has 32 M and 64 O atoms at $\rho=0.066$ Å$^{-3}$, so $L=(96/0.066)^{1/3}=11.33$ Å. The relative scattering lengths are $b_M=0.7$ and $b_O=1$. Hence $\langle b\rangle=(32\times0.7+64)/96=0.9$ and $\langle b^2\rangle=(32\times0.49+64)/96=0.83$. The ideal-gas value is $1-0.83/(96\times0.81)=0.989$, and the average of $G$ over the sphere $r<5.5$ Å, weighted by shell volume and taken over 200 random configurations, is 0.990.

The data are synthetic, so that a perfect fit is known to exist. They come from a disordered reference structure made with the pair potential

$$V_{ij}=\frac{e^2}{4\pi\varepsilon_0}\frac{q_iq_j}{r}e^{-r/\lambda}+\varepsilon\left(\frac{s_{ij}}{r}\right)^9 .$$

Its parameters are $q_M=1.6$, $q_O=-0.8$, $\lambda=4.4$ Å, $\varepsilon=1$ eV, and $s_{ij}=2.0$, 1.75 and 2.5 Å for MM, MO and OO. The potential is shifted so that energy and force vanish at 5.6 Å. Langevin dynamics cooled the atoms while the thermostat was lowered from $k_BT=0.6$ to 0.03 eV in 3000 steps. These are round model parameters and represent no particular oxide.

With a bond cutoff of 2.3 Å, the reference has a mean bond length of 1.97 Å and a mean metal coordination of 4.03. About 91 % of the metals are fourfold coordinated, and there are 197 O–M–O angles. The minimum distances allowed in the search are 2.85 Å for MM, 1.70 Å for MO and 2.60 Å for OO.

The fit covers $0<r<5.5$ Å in 44 bins of 0.125 Å. One O–O pair has weight $1/0.81=1.23$ and contributes

$$h=\frac{2\times1.23}{96\times0.125}=0.21\ \text{Å}^{-1}$$

to its bin. By the counting argument, 288 coordinates face 44 conditions, which leaves at least 244 directions, or 241 without translations.

First, 5000 attempted moves under the hard constraints alone distorted the reference. About 30 moves per atom were accepted. With a root-mean-square length of about 0.15 Å each, they would carry a free atom only about $0.15\sqrt{30}=0.8$ Å, and the constraints reduce the actual root-mean-square shift to about 0.4 Å, a fifth of a bond length. The result, called "scrambled" below, therefore stays close to the reference. Two fits of 30 000 attempted moves each then started from this scrambled structure. Both lowered $\sigma$ from 1.2 to 0.2 Å$^{-1}$ and half the side of the displacement cube from 0.12 to 0.04 Å, and both used $s=0.002$. The reference has $Q=0.0786$. The "narrow" run was asked for 0.75 times this value, 0.0590, and the "broad" run for 1.75 times, 0.1376.

In the table, the misfit is the root of $\sum_k(R_k-R_k^{\text{data}})^2$ relative to the root of $\sum_k(R_k^{\text{data}})^2$. The quantity $\chi^2$ is the first of these sums divided by $\sigma^2$ at the final $\sigma$. The last column is the standard deviation of the angles.

| Structure | Misfit | $\chi^2$ | $Q$ | Mean angle | Width |
|---|---|---|---|---|---|
| reference | 0 | 0 | 0.079 | 108.9° | 19.5° |
| scrambled | 17.4 % | 4354 | 0.110 | 108.0° | 22.9° |
| narrow | 2.2 % | 68 | 0.066 | 109.2° | 17.3° |
| broad | 3.4 % | 162 | 0.126 | 107.6° | 24.4° |

The scrambled structure has the same density, bond list and minimum distances as the others, yet it misses the data by 17 %. The pair function therefore carries information beyond the constraints. Both runs recover most of it, and their functions differ from each other by 2.9 % on the scale of the data. Some values of $R$, in Å$^{-1}$, show what this means:

| $r$ (Å) | Reference | Scrambled | Narrow | Broad |
|---|---|---|---|---|
| 2.69 | 3.48 | 9.16 | 3.60 | 3.99 |
| 3.06 | 14.36 | 10.08 | 14.16 | 14.22 |
| 4.06 | 9.92 | 13.43 | 10.30 | 9.89 |
| 5.06 | 19.58 | 20.29 | 19.54 | 19.78 |

The angles remain different:

| Angle range | Reference | Narrow | Broad |
|---|---|---|---|
| 60–80° | 0.015 | 0.005 | 0.056 |
| 80–100° | 0.371 | 0.310 | 0.426 |
| 100–120° | 0.396 | 0.503 | 0.249 |
| 120–140° | 0.127 | 0.122 | 0.152 |
| 140–160° | 0.056 | 0.046 | 0.051 |
| 160–180° | 0.036 | 0.015 | 0.066 |

In the range that contains the tetrahedral angle, the narrow model has $0.503\times197=99$ angles and the broad one $0.249\times197=49$. The mean angles differ by less than 2°, so the mean alone would hide the change. Averaged first over the angles at each metal and then over metals, $Q$ differs by $0.0645\pm0.0091$, about seven standard errors. This error describes the scatter among metal centres, treated as independent. It does not describe the scatter among repeated runs, since each restraint was run once.

## How the sum stays nearly the same

Let $\Delta R$ now denote the broad model minus the narrow one, and split it into the O–O pairs that share a metal and all other pairs:

$$\Delta R=\Delta R_{\text{share}}+\Delta R_{\text{rest}} .$$

Between 2.2 and 3.8 Å the root-mean-square values of the two parts are 1.50 and 1.40 Å$^{-1}$, but that of their sum is 0.49 Å$^{-1}$. Squaring the equation and averaging over the bins gives

$$0.49^2=1.50^2+1.40^2+2\,\overline{\Delta R_{\text{share}}\Delta R_{\text{rest}}} .$$

The mean product is therefore about $-2.0$ Å$^{-2}$. Without this negative term the sum would have a root-mean-square value of $\sqrt{1.50^2+1.40^2}=2.05$ Å$^{-1}$, four times the value found. The correlation coefficient of the two parts is $-0.95$. A value near $-1$ is forced whenever the sum is much smaller than its parts. It is therefore expected for any two models that fit the same data with different metal-sharing distances, whether or not their angular spreads differ. Where metal-sharing O–O pairs leave a bin, other pairs largely fill it. This resembles the exchange of the five-atom example, but it is approximate and spread over many atoms. The other pairs were not separated by species, so the numbers do not show which of them compensate most.

## What counts as a fit

The broad model fits less well than the narrow one. The 13 bins below 1.625 Å are empty in every allowed structure, so only 31 bins can contribute to $\chi^2$. Over these bins the root-mean-square deviation is $0.2\sqrt{162/31}=0.46$ Å$^{-1}$ for the broad model and $0.2\sqrt{68/31}=0.30$ Å$^{-1}$ for the narrow one. In units of $h$ these are about 2.2 and 1.4 O–O pairs. The values in the table compare the models with noise-free data. Independent Gaussian errors in these bins, with $\sigma$ as their standard deviation, would add 31 to the expected $\chi^2$. For a correct model, a value above 52 would then arise by chance in 1 % of cases. With errors of 0.2 Å$^{-1}$ the expected values are $162+31=193$ for the broad model and $68+31=99$ for the narrow one, so both would be ruled out. This rejects the two end points, not necessarily their angular distributions. A run that ends with the weight $e^{-E}$ at $\sigma=0.2$ Å$^{-1}$ keeps a $\chi^2$ of the order of the number of bins or more even when its angles are right, and the same test would usually reject it too. With errors of 0.4 Å$^{-1}$ the model deviations count a quarter as much, and the values are about 72 and 48. The broad model would still usually be rejected. With errors of 0.8 Å$^{-1}$ they are about 41 and 35, and both models would usually pass. The non-uniqueness shown here is a statement at that accuracy, about 6 % of the root-mean-square $R$ in these bins, and not a proof that these two dense models have identical functions.

The restraint also did not get all it asked for. The broad run ended at $Q=0.126$ instead of 0.138, at a restraint cost of $(0.0114)^2/(2\times0.002^2)=16$, while the data term cost $162/2=81$. The narrow run ended at 0.066 instead of 0.059, with costs of 6 and 34. A plausible reading is that each request competes with the data and with the limited length of the run, but the two single runs do not separate these causes.

Three features limit the transfer to a measured film. Both models inherit their bond list from the reference and start near its atomic positions, whereas a real analysis must find both, and a free choice of bond list adds freedom. Measured functions are broadened by the finite range of the Fourier transform, and the model function must be broadened in the same way before comparison. The box is small, so its pair function contains the particular fluctuations of 96 atoms, which both runs had to reproduce.

Separate partial functions can narrow the choice, because O–O pairs can then no longer be compensated by M–M or M–O pairs. Exchange among O–O pairs remains possible, and how much the partials would help in the dense model was not tested. They would not remove the ambiguity in general, since structures A and B share all their partials below $r_{\max}$. Pair data reaching beyond $r_{\max}$ could help, because the distances between the bent unit and the distant pair would then enter. Within the given range, A and B can be separated only by other information. A list of bonds is not enough, since M has the same two oxygen neighbours in both. One must learn which O–O distance belongs to the pair that shares the metal, for example from a probe sensitive to three-atom arrangements or from an energy model. In practice, an angular distribution taken from an RMC model should be accompanied by runs that push the angles both ways. The range of angles reached while the misfit stays within the experimental error is a lower limit to what the data leave open, since longer runs or other bond lists may widen it.
